# Quadratic wavefunction and quartic energy errors of a linearised sphere basis

An electron in a molecule or a crystal moves near each nucleus in a strong, nearly spherical potential. Its wavefunction there is easy to find by radial integration, once its energy is known. But the energy comes from joining the sphere to the rest of the system, and a radial function recomputed at every trial energy turns the eigenvalue problem into a nonlinear one. Linearised methods avoid this. They integrate at one fixed energy $E_\nu$ and use two functions inside the sphere, the solution $\phi$ and its energy derivative $\dot\phi$. What does this cost when the true energy $E$ differs from $E_\nu$ by

$$\varepsilon=E-E_\nu\,?$$

The wavefunction error is of order $\varepsilon^2$ and the energy error of order $\varepsilon^4$, under conditions stated below.

## Setting

Hartree atomic units are used. The sphere has radius $R$, and the potential $V(r)$ inside it is spherical and no more singular than $1/r$ at the origin. One angular momentum $l$ is treated. All radial functions are multiplied by $r$, so that

$$H=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V(r).$$

Let $\phi(E)$ be the real solution regular at the origin, normalised in the sphere at every energy: $\langle\phi|\phi\rangle=1$, where $\langle f|g\rangle=\int_0^R fg\,dr$. It is a smooth function of $E$ and has a Taylor series about $E_\nu$. Dots are energy derivatives, and $\phi,\dot\phi,\ddot\phi$ without an argument are taken at $E_\nu$.

Differentiating $(H-E)\phi(E)=0$ once and twice gives

$$(H-E_\nu)\phi=0,\qquad (H-E_\nu)\dot\phi=\phi,\qquad (H-E_\nu)\ddot\phi=2\dot\phi .$$

Differentiating the normalisation once and twice gives

$$\langle\phi|\dot\phi\rangle=0,\qquad \langle\phi|\ddot\phi\rangle=-p,\qquad p\equiv\langle\dot\phi|\dot\phi\rangle,\qquad \dot p=2\langle\dot\phi|\ddot\phi\rangle .$$

Two integrations by parts yield Green's identity. The surface term at the origin vanishes for regular functions, and

$$\langle f|Hg\rangle-\langle Hf|g\rangle=-\tfrac12[f,g],\qquad [f,g]=(fg'-f'g)_{r=R}.\tag{1}$$

With $f=\phi$ and $g=\dot\phi$ the left side is $\langle\phi|\phi\rangle=1$, because subtracting $E_\nu$ from both $H$'s changes nothing. Hence

$$[\phi,\dot\phi]=-2.\tag{2}$$

This determinant is never zero, so a combination $A\phi+B\dot\phi$ can take any prescribed value and slope at $R$.

Now let $\psi$ be a normalised eigenfunction of the whole system with energy $E$. Inside the sphere it is $\sqrt w\,\chi$, where $\chi=\phi(E)$ and $w$ is the probability of finding the electron in the sphere. The trial function $\tau$ is

$$\tau=\sqrt w\,(A\phi+B\dot\phi)\ \text{inside},\qquad \tau=\psi\ \text{outside},$$

with $A$ and $B$ chosen so that value and slope are continuous. The Taylor sum $\phi+\varepsilon\dot\phi$ would not do: its value and slope at $R$ differ from those of $\chi$, in general by terms of order $\varepsilon^2$. The energy assigned to $\tau$ is the quotient $\rho=\langle\tau|H|\tau\rangle/\langle\tau|\tau\rangle$, with integrals over the whole system. Both derivations lead to

$$\rho-E=w\,\frac{\dot p}{4}\,\varepsilon^4+O(\varepsilon^5).\tag{3}$$

## First derivation: a small error and a stationary energy

The Taylor series of the exact solution is

$$\chi=\phi+\varepsilon\dot\phi+\tfrac12\varepsilon^2\ddot\phi+O(\varepsilon^3).$$

The first two terms lie in the basis. By (2) there are constants $a,b$ for which

$$\eta=\ddot\phi-a\phi-b\dot\phi$$

has zero value and zero slope at $R$. To find them, use (1) with $g=\eta$, where the surface term vanishes. Note that $(H-E_\nu)\eta=2\dot\phi-b\phi$.

With $f=\phi$:
$$0=\langle\phi|2\dot\phi-b\phi\rangle=-b,\quad\text{so } b=0.$$

With $f=\dot\phi$:
$$\langle\dot\phi|2\dot\phi\rangle=\langle\phi|\eta\rangle\ \Rightarrow\ 2p=-p-a,\quad\text{so } a=-3p.$$

Therefore $\eta=\ddot\phi+3p\phi$. Replacing $\ddot\phi$ by $\eta-3p\phi$ in the Taylor series leaves a part in the basis and a part that does not disturb the matching. The terms of order $\varepsilon^3$ are handled in the same way. So

$$\chi-(A\phi+B\dot\phi)=\tfrac12\varepsilon^2\eta+O(\varepsilon^3).\tag{4}$$

This is the quadratic wavefunction error.

For the energy, write $\tau=\psi+\delta$. The error $\delta$ vanishes outside the sphere, has zero value and slope at $R$, and is $-\sqrt w\,\varepsilon^2\eta/2$ to leading order inside. Since $(H-E)\psi=0$ and no surface term arises, the two cross terms vanish:

$$\rho-E=\frac{\langle\tau|H-E|\tau\rangle}{\langle\tau|\tau\rangle}=\frac{\langle\delta|H-E|\delta\rangle}{\langle\tau|\tau\rangle}.$$

The numerator is quadratic in an error that is itself quadratic in $\varepsilon$. This is the origin of the fourth power. To leading order $E$ may be replaced by $E_\nu$ in the operator and the denominator by 1. With $(H-E_\nu)\eta=2\dot\phi$,

$$\rho-E=\frac{w\varepsilon^4}{4}\langle\eta|2\dot\phi\rangle+O(\varepsilon^5)
=\frac{w\varepsilon^4}{4}\left(2\langle\ddot\phi|\dot\phi\rangle+6p\langle\phi|\dot\phi\rangle\right)+O(\varepsilon^5).$$

The first bracketed term is $\dot p$ and the second is zero, which gives (3).

## Second derivation: matching coefficients without a small-error argument

The coefficients can be found before any expansion. Matching means that $\chi$ and $A\phi+B\dot\phi$ have the same boundary data, so (2) gives

$$[\phi,\chi]=B[\phi,\dot\phi]=-2B,\qquad [\dot\phi,\chi]=A[\dot\phi,\phi]=2A.$$

Apply (1) with $g=\chi$, for which $(H-E_\nu)\chi=\varepsilon\chi$. The choices $f=\phi$ and $f=\dot\phi$ give

$$\varepsilon\langle\phi|\chi\rangle=B,\qquad \varepsilon\langle\dot\phi|\chi\rangle-\langle\phi|\chi\rangle=-A.$$

Thus, for any $\varepsilon$,

$$B=\varepsilon\langle\phi|\chi\rangle,\qquad A=\langle\phi|\chi\rangle-\varepsilon\langle\dot\phi|\chi\rangle.\tag{5}$$

The overlaps follow from the Taylor series:

$$\langle\phi|\chi\rangle=1-\tfrac12p\varepsilon^2+O(\varepsilon^3),\qquad
\langle\dot\phi|\chi\rangle=p\varepsilon+\tfrac14\dot p\,\varepsilon^2+O(\varepsilon^3).$$

Hence $A=1-\tfrac32p\varepsilon^2+O(\varepsilon^3)$ and $B=\varepsilon+O(\varepsilon^3)$. Subtracting $A\phi+B\dot\phi$ from the Taylor series of $\chi$ leaves $\tfrac12\varepsilon^2(\ddot\phi+3p\phi)$, which is (4) again.

The energy follows from the action of $H$ on the basis. Outside the sphere $(H-E)\tau=0$. Inside,

$$(H-E)\tau=\sqrt w\left[(B-\varepsilon A)\phi-\varepsilon B\dot\phi\right].\tag{6}$$

Taking the product with $\tau$ and using $\langle\phi|\dot\phi\rangle=0$,

$$\langle\tau|H-E|\tau\rangle=w\left[A(B-\varepsilon A)-\varepsilon pB^2\right].$$

Equation (5) gives $B-\varepsilon A=\varepsilon^2\langle\dot\phi|\chi\rangle=p\varepsilon^3+\tfrac14\dot p\varepsilon^4+O(\varepsilon^5)$. Since $A=1+O(\varepsilon^2)$ and $B^2=\varepsilon^2+O(\varepsilon^4)$,

$$\langle\tau|H-E|\tau\rangle=w\left[p\varepsilon^3+\tfrac14\dot p\varepsilon^4-p\varepsilon^3\right]+O(\varepsilon^5).$$

The cubic terms cancel and (3) remains.

A closed sphere with a fixed logarithmic derivative at $R$ is a useful special case. It has $w=1$ and no exterior. With $\omega=B/A$, the quotient, including the surface term implied by $H$ acting on $\tau$, is

$$\rho=E_\nu+\frac{AB}{A^2+pB^2}=E_\nu+\frac{\omega}{1+p\omega^2}.\tag{7}$$

The simpler estimate $E_\nu+\omega$ is worse. From (5), $\omega=\varepsilon/(1-\varepsilon t)$ with $t=\langle\dot\phi|\chi\rangle/\langle\phi|\chi\rangle=p\varepsilon+O(\varepsilon^2)$, so $\omega-\varepsilon=p\varepsilon^3+O(\varepsilon^4)$. The denominator in (7), which comes from the norm of the $\dot\phi$ part, removes this cubic error.

## From the trial function to the computed eigenvalue

In a calculation $\psi$ is unknown. One diagonalises $H$ in a basis of exterior functions, each continued into the sphere by its own matched combination of $\phi$ and $\dot\phi$. Suppose that this basis contains $\tau$, which requires the exterior functions to represent $\psi$ outside. Let $e_i$ be the computed eigenvalues, or Ritz values, and $d_i$ the components of the normalised $\tau$ along the orthonormal Ritz states. Then $\sum_i d_i^2=1$ and $\sum_i(e_i-\rho)d_i^2=0$. Define the residual $s$ by

$$s^2=\sum_i(e_i-\rho)^2d_i^2 .$$

This is the squared norm of the part of $(H-\rho)\tau/\|\tau\|$ lying in the basis. Its size follows from (6): the coefficient of $\phi$ there is of order $\varepsilon^3$ and that of $\dot\phi$ is $-\varepsilon^2$ to leading order, while $\rho-E$ is of order $\varepsilon^4$. Hence

$$s\le\sqrt{wp}\,\varepsilon^2+O(|\varepsilon|^3).$$

Assume that all Ritz values except one, $e_m$, stay at least a fixed distance $g$ from $\rho$. Then $\sum_{i\ne m}d_i^2\le s^2/g^2$, so the part of $\tau$ outside the Ritz state $m$ is of order $\varepsilon^2$. Together with (4), this makes the error of the Ritz state quadratic. For the energy,

$$|e_m-\rho|\,d_m^2=\Big|\sum_{i\neq m}(e_i-\rho)d_i^2\Big|\le\frac1g\sum_{i\neq m}(e_i-\rho)^2d_i^2\le\frac{s^2}{g}.$$

With $d_m^2\ge1-s^2/g^2$ and $s<g$,

$$|e_m-\rho|\le\frac{s^2/g}{1-s^2/g^2}=O(\varepsilon^4).$$

So the Ritz value also has an error of order $\varepsilon^4$, for excited states as well. Its coefficient generally differs from that in (3), because diagonalisation mixes in other basis functions. For the lowest state of a symmetry the variational principle adds $E\le e_m\le\rho$.

## Numbers for a model well

Take $V(r)=-Ze^{-\kappa r}/r$ with $Z=4$ and $\kappa=0.5$ per bohr, in a cavity with a hard wall at 6 bohr, and $R=2$ bohr. Chebyshev collocation of the radial equation and of its energy derivatives gives $\phi,\dot\phi,\ddot\phi$. The reference states come from diagonalisation in polynomials spanning the whole cavity, without $\phi$ or $\dot\phi$.

The lowest $l=1$ state has $E=-0.52412$ hartree and $w=0.8055$. At this energy $p=0.4458$ hartree$^{-2}$ and $\dot p=0.6153$ hartree$^{-3}$.

Consider first the closed sphere with $E_\nu$ at this level and $\varepsilon=0.2$ hartree. Matching gives $A=0.970891$ and $B=0.197971$ hartree, so $\omega=0.20391$ hartree. The estimate $E_\nu+\omega$ is therefore too high by $3.9\times10^{-3}$ hartree. Equation (7) gives

$$\frac{0.20391}{1+0.4458\times0.20391^2}=0.2002\ \text{hartree},$$

and with unrounded inputs the error is $1.96\times10^{-4}$ hartree. At $\varepsilon=-0.2$ hartree it is $2.89\times10^{-4}$ hartree. The leading term, $(0.6153/4)\times0.2^4=2.46\times10^{-4}$ hartree, lies between them; the difference between the two signs comes from odd powers beginning with $\varepsilon^5$.

For the whole cavity, $E$ is held fixed and $E_\nu$ is moved. Twenty polynomials that vanish at the wall serve outside the sphere. The errors below are means of the magnitudes for $\pm\varepsilon$; the wavefunction error is the norm of the difference between normalised functions.

| $\lvert\varepsilon\rvert$ (hartree) | $\rho-E$ (hartree) | Ritz energy error (hartree) | Ritz wavefunction error |
|---|---|---|---|
| 0.05 | $7.77\times10^{-7}$ | $2.88\times10^{-7}$ | $2.41\times10^{-4}$ |
| 0.10 | $1.25\times10^{-5}$ | $4.62\times10^{-6}$ | $9.63\times10^{-4}$ |
| 0.20 | $2.08\times10^{-4}$ | $7.46\times10^{-5}$ | $3.86\times10^{-3}$ |

Doubling the distance from 0.05 to 0.10 hartree multiplies the Ritz energy error by 16.0 and the wavefunction error by 4.0. Extrapolated to zero distance, $(\rho-E)/\varepsilon^4$ is 0.1239 hartree$^{-3}$, in agreement with $w\dot p/4=0.8055\times0.6153/4$. At 0.20 hartree the mean Ritz error is 2.03 meV. The Ritz entries belong to this exterior basis and are not converged in it to the digits shown. At 0.20 hartree the energy error is $8.37\times10^{-5}$ hartree with 10 polynomials and $7.20\times10^{-5}$ hartree (1.96 meV) with 45, although the error at $\varepsilon=0$ is below $10^{-11}$ hartree in both cases.

The second $l=0$ state, at $-0.60041$ hartree, has a deeper state below it, so the gap argument is needed. For the six values of $E_\nu$ used, the other Ritz values stay at least 0.747 hartree from $\rho$. The observed powers between 0.05 and 0.10 hartree are 4.00 for the energy and 2.00 for the wavefunction. The mean energy error at 0.20 hartree is 0.533 meV with 20 exterior polynomials and 0.514 meV with 40.

If $\dot\phi$ is dropped, $\phi$ can be matched in value, provided $\phi(R)\ne0$, but in general not in slope. The interior error $\delta$ is then linear in $\varepsilon$. Because the trial function has a kink at $R$, its kinetic energy must be evaluated as $\tfrac12\int\tau'^2\,dr$. One integration by parts turns the cross term into $\tfrac12\psi'(R)\delta(R)+\langle\delta|(H-E)\psi\rangle$, which vanishes because $\delta(R)=0$. The energy error is then quadratic in $\delta$ and of order $\varepsilon^2$. For the $l=1$ state the computed powers are 1.00 and 2.00, and the mean energy error at 0.20 hartree is $6.5\times10^{-2}$ hartree, nearly 900 times that of the linearised basis.

## What each derivation assumes

Both derivations need a spherical potential in the sphere, accurate radial functions of that same potential, and continuity of value and slope of the trial function $\tau$. The basis functions need not each be smooth at $R$. Exterior functions joined to $\phi$ in value only, together with the combination of $\phi$ and $\dot\phi$ that vanishes at $R$, still contain $\tau$, and with the kinetic energy taken as $\tfrac12\int\tau'^2\,dr$ the orders stay 4 and 2. If the true potential has a nonspherical part that the radial functions ignore, $\chi$ is no longer the exact interior function, and an error generally remains even at $\varepsilon=0$. An incomplete exterior basis also leaves such an error. When $\psi$ contains a finite number of angular momenta, or the system several spheres, the contributions to (3) add, each with its own $w$ and $\dot p$.

The first derivation assumes that the energy is stationary at $\psi$: $H$ must be symmetric on the functions used, so that the cross terms vanish. It needs little else about the basis. Any trial function whose error leaves no surface term and is, together with its slope, of order $\varepsilon^n$ gives an energy error of order $\varepsilon^{2n}$ or smaller. If $\ddot\phi$ is added to the basis, for example, the first unrepresented Taylor term is cubic. It can again be corrected at the boundary with $\phi$ and $\dot\phi$, and the energy error becomes of order $\varepsilon^6$.

The second derivation does not use stationarity. It assumes instead the particular algebra of $\phi$ and $\dot\phi$: their Wronskian, their orthogonality and the action of $H$ on them. It is therefore tied to this basis, but it gives (5) and (7) at finite $\varepsilon$ and shows the cubic terms cancelling.

Neither derivation makes the error small at every distance; $\varepsilon$ must be small on the scale over which $\phi(E)$ changes. For a constant potential $V_0$ in the sphere, measuring lengths in units of $R$ turns energies into multiples of $1/R^2$. At fixed $(E_\nu-V_0)R^2$, $p$ then scales as $R^4$ and $\dot p$ as $R^6$, so the window for a given wavefunction error narrows as $1/R^2$ when the sphere grows, and the window for a given energy error in hartree narrows as $\dot p^{-1/4}\propto R^{-3/2}$. If instead $E_\nu-V_0=k^2/2$ is held fixed and $kR$ is large, the relevant quantity is the phase change $\varepsilon R/k$, and the wavefunction window narrows about as $1/R$. Widely separated states may need different linearisation energies. The order of the Ritz error is also no longer secured by the argument above if another Ritz value approaches $\rho$ and closes the gap.
